# Löwdin Coupling for Electron Transfer and the Zero of Energy: a program that tests the result

```python
"""
Result under test: for two real normalised states a, b with overlap S,
symmetric (Loewdin) orthogonalisation gives the electron-transfer coupling
    V = [H_ab - S (H_aa + H_bb)/2] / (1 - S^2),
and V does not change when a constant c is added to the Hamiltonian.
The gap of the two-state problem is sqrt(D^2 + 4 V^2), with
D = (H_aa - H_bb)/sqrt(1 - S^2).
Example: one electron, two sech^2 wells on a line, a model of a gold surface
site (a) and a metal-complex site (b). Energies in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal, solve_banded
from scipy.optimize import brentq, minimize_scalar

# hbar^2/(2 m_e) in eV nm^2
KIN = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
STEP = 0.001      # grid spacing, nm
MARGIN = 1.5      # grid beyond each site, nm


def make_grid(distance):
    count = int(round((distance + 2 * MARGIN) / STEP)) + 1
    return -MARGIN + STEP * np.arange(count)


def site(x, centre, binding):
    """Bound state and potential of one well with its level at -binding."""
    kappa = np.sqrt(binding / KIN)
    sech = 1 / np.cosh(kappa * (x - centre))
    return np.sqrt(kappa / 2) * sech, -2 * binding * sech**2


def apply_hamiltonian(phi, potential):
    padded = np.pad(phi, 1)
    second = (padded[2:] - 2 * phi + padded[:-2]) / STEP**2
    return -KIN * second + potential * phi


def matrices(phi_a, phi_b, potential):
    states = np.array([phi_a, phi_b])
    acted = np.array([apply_hamiltonian(f, potential) for f in states])
    return states @ acted.T * STEP, states @ states.T * STEP


def coupling(h, s):
    """The derived formula."""
    ov = s[0, 1]
    return (h[0, 1] - ov * (h[0, 0] + h[1, 1]) / 2) / (1 - ov**2)


def gap_formula(h, s):
    d = (h[0, 0] - h[1, 1]) / np.sqrt(1 - s[0, 1]**2)
    return np.sqrt(d**2 + 4 * coupling(h, s)**2)


def orthogonalised(h, s):
    """S^(-1/2) H S^(-1/2) from numerical diagonalisation of S."""
    w, u = eigh(s)
    root = u @ np.diag(w**-0.5) @ u.T
    return root @ h @ root


def full_gap(potential):
    """Spacing of the two lowest levels on the grid, no two-state model."""
    off = np.full(len(potential) - 1, -KIN / STEP**2)
    levels = eigh_tridiagonal(2 * KIN / STEP**2 + potential, off,
                              eigvals_only=True, select='i',
                              select_range=(0, 1))
    return levels[1] - levels[0]


def pair(distance, binding_a, binding_b):
    x = make_grid(distance)
    phi_a, well_a = site(x, 0.0, binding_a)
    phi_b, well_b = site(x, distance, binding_b)
    return x, phi_a, phi_b, well_a, well_b


# --- algebra against numerical diagonalisation, random matrices ---
rng = np.random.default_rng(7)
for _ in range(200):
    ov = rng.uniform(-0.9, 0.9)
    s = np.array([[1, ov], [ov, 1]])
    h = rng.normal(size=(2, 2))
    h = h + h.T
    ho = orthogonalised(h, s)
    assert abs(ho[0, 1] - coupling(h, s)) < 1e-10
    d = (h[0, 0] - h[1, 1]) / np.sqrt(1 - ov**2)
    assert abs(ho[0, 0] - ho[1, 1] - d) < 1e-10
    e = eigh(h, s, eigvals_only=True)
    assert abs(e[1] - e[0] - gap_formula(h, s)) < 1e-9

# --- resonant example ---
BINDING, DIST = 5.0, 0.5
x, fa, fb, wa, wb = pair(DIST, BINDING, BINDING)
pot = wa + wb
h0, s0 = matrices(fa, fb, pot)
S = s0[0, 1]
V = coupling(h0, s0)
kappa = np.sqrt(BINDING / KIN)
kr = kappa * DIST
assert np.allclose(np.diag(s0), 1, atol=1e-10)
assert abs(S - kr / np.sinh(kr)) < 1e-9      # closed-form overlap
print(f"Level below vacuum {BINDING:.2f} eV, site distance {DIST:.2f} nm")
print(f"Decay constant kappa = {kappa:.4f} 1/nm, kappa*R = {kr:.4f}")
print(f"Overlap S = {S:.6f}")
print(f"H_aa = {h0[0,0]:.6f} eV, H_bb = {h0[1,1]:.6f} eV")
print(f"H_ab (zero at vacuum) = {h0[0,1]:.6f} eV")
print(f"S*(H_aa+H_bb)/2 = {S*(h0[0,0]+h0[1,1])/2:.6f} eV")
print(f"Coupling V = {V:.6f} eV = {V*1000:.3f} meV")
half = full_gap(pot) / 2
print(f"Half the full double-well splitting = {half:.6f} eV")
print(f"Two-state error of |V| = {100*(abs(V)/half-1):.4f} %")
assert abs(abs(V) / half - 1) < 0.01

# --- shift of the energy zero, put into the operator itself ---
print("Shift c (eV), H_aa (eV), H_ab (eV), V (eV):")
for c in (0.0, 5.0, -100.0, 1000.0):
    hc, sc = matrices(fa, fb, pot + c)
    assert abs(coupling(hc, sc) - V) < 1e-8
    assert abs(hc[0, 1] - h0[0, 1] - c * S) < 1e-8
    print(f"  {c:8.1f} {hc[0,0]:12.6f} {hc[0,1]:11.6f} "
          f"{coupling(hc, sc):10.6f}")
mixed = h0 + np.diag([5.0, 5.0])
print(f"Wrong V if only diagonals move by 5 eV = "
      f"{coupling(mixed, s0):.6f} eV")
assert abs(coupling(mixed, s0) - V) > 0.1

# --- distance dependence ---
print("R (nm), S, H_ab (eV), V (eV), half full splitting (eV):")
errors = []
for r in (0.4, 0.5, 0.6):
    _, ga, gb, va, vb = pair(r, BINDING, BINDING)
    hr, sr = matrices(ga, gb, va + vb)
    half_r = full_gap(va + vb) / 2
    errors.append(abs(abs(coupling(hr, sr)) / half_r - 1))
    print(f"  {r:.1f} {sr[0,1]:.6f} {hr[0,1]:.6f} "
          f"{coupling(hr, sr):.6f} {half_r:.6f}")
assert max(errors) < 0.03 and errors[2] < errors[0]

# --- detuned pair: general gap, choice of orthogonalisation ---
BIND_B = 4.8
_, da, db, ua, ub = pair(DIST, BINDING, BIND_B)
hd, sd = matrices(da, db, ua + ub)
sdet, vdet = sd[0, 1], coupling(hd, sd)
gap_two, gap_full = gap_formula(hd, sd), full_gap(ua + ub)
assert abs(gap_two / gap_full - 1) < 0.02


def gram_schmidt(h, first):
    """Coupling when one state is kept and the other is projected."""
    n = np.sqrt(1 - sdet**2)
    g = np.array([[1, -sdet / n], [0, 1 / n]])
    if first == 1:
        g = np.array([[1 / n, 0], [-sdet / n, 1]])
    return (g.T @ h @ g)[0, 1], g


gs_a, basis = gram_schmidt(hd, 0)
gs_b, _ = gram_schmidt(hd, 1)
for k, value in ((0, gs_a), (1, gs_b)):
    assert abs(gram_schmidt(hd + 7 * sd, k)[0] - value) < 1e-8
assert abs(gs_a - gs_b) > 1e-3


def trial(angle, sign):
    co, si = np.cos(angle), np.sin(angle)
    return basis @ np.array([[co, -sign * si], [si, sign * co]])


def departure(angle, sign):
    diff = trial(angle, sign) - np.eye(2)
    return np.trace(diff.T @ sd @ diff)


# search all orthonormal pairs for the one nearest to the original states
angles = np.linspace(-np.pi, np.pi, 721)
best = min((departure(t, sg), t, sg) for t in angles for sg in (1, -1))
fine = minimize_scalar(departure, args=(best[2],), method='bounded',
                       bounds=(best[1] - 0.02, best[1] + 0.02),
                       options={'xatol': 1e-10})
near = trial(fine.x, best[2])
v_near = (near.T @ hd @ near)[0, 1]
assert abs(v_near - vdet) < 1e-5
print(f"Detuned pair: levels below vacuum {BINDING:.1f} and {BIND_B:.1f} eV")
print(f"  S = {sdet:.6f}, H_ab = {hd[0,1]:.6f} eV")
print(f"  H_aa = {hd[0,0]:.6f} eV, H_bb = {hd[1,1]:.6f} eV")
print(f"  Loewdin V = {vdet:.6f} eV, nearest-pair search {v_near:.6f} eV")
print(f"  Gram-Schmidt: a kept {gs_a:.6f} eV, b kept {gs_b:.6f} eV")
print(f"  Gap: two-state {gap_two:.6f} eV, full {gap_full:.6f} eV")

# --- double-layer field: a detuning, not a shift of zero ---
FIELD_MV_CM = 10.0
slope = FIELD_MV_CM * 1e6 * 100 * 1e-9       # eV per nm for one electron
for origin in (0.0, 0.25, 3.0):
    hf, sf = matrices(fa, fb, pot + slope * (x - origin))
    assert abs(coupling(hf, sf) - V) < 1e-8
hof = orthogonalised(hf, sf)
detuning = hof[1, 1] - hof[0, 0]
assert abs(detuning - slope * DIST / np.sqrt(1 - S**2)) < 1e-7
print(f"Field {FIELD_MV_CM:.1f} MV/cm: detuning {detuning:.6f} eV, "
      f"frozen-state V {coupling(hf, sf):.6f} eV")

# field between the sites only; acceptor depth tuned back to resonance
ramp = slope * np.clip(x, 0, DIST)
tuned = minimize_scalar(lambda k: full_gap(wa + k * wb + ramp),
                        bounds=(1.0, 1.2), method='bounded',
                        options={'xatol': 1e-6})
assert 1.005 < tuned.x < 1.195
print(f"  Resonance restored: acceptor depth x {tuned.x:.4f}, half gap "
      f"{tuned.fun/2:.6f} eV ({100*(tuned.fun/2/half-1):+.2f} %)")

# --- lower barrier ---
LOW = 4.0
_, la, lb, pa, pb = pair(DIST, LOW, LOW)
hl, sl = matrices(la, lb, pa + pb)
v_low = coupling(hl, sl)
assert abs(abs(v_low) / (full_gap(pa + pb) / 2) - 1) < 0.03
print(f"Barrier {LOW:.1f} eV instead of {BINDING:.1f} eV: V = {v_low:.6f} eV, "
      f"ratio {v_low/V:.3f}")

# --- metal continuum: site a is the end of a long chain ---
HOP = 2.0


def acceptor_spectrum(energy, sites=3000, absorb=0.01):
    """-Im of the acceptor Green function; damping on the chain only."""
    band = np.zeros((3, sites + 1), dtype=complex)
    band[1] = energy + 1j * absorb
    band[1, 0] = energy
    band[0, 1:] = HOP
    band[2, :-1] = HOP
    band[0, 1] = band[2, 0] = -V
    rhs = np.zeros(sites + 1, dtype=complex)
    rhs[0] = 1
    return -solve_banded((1, 1), band, rhs)[0].imag


width = 2 * V**2 / HOP                        # full width at half maximum
ratio = acceptor_spectrum(width / 2) / acceptor_spectrum(0.0)
assert abs(ratio - 0.5) < 0.01
print(f"Chain hopping {HOP:.1f} eV: acceptor full width {width*1000:.3f} meV")
print(f"  Spectrum at half width / at centre = {ratio:.4f}")

# --- temperature ---
TEMP = 298.15
kt = const.k * TEMP / const.e
print(f"kT at {TEMP:.2f} K = {kt*1000:.3f} meV, |V|/kT = {abs(V)/kt:.3f}")

# --- three dimensions: two zero-range sites, same level and distance ---
# y is the decay constant of the pair times the distance
y_even = brentq(lambda y: y - kr - np.exp(-y), kr, kr + 1)
y_odd = brentq(lambda y: y - kr + np.exp(-y), kr - 1, kr)
for y, sign in ((y_even, 1), (y_odd, -1)):
    # bound-state condition as momentum integrals
    own = (y**2 - kr**2) * quad(
        lambda k: k**2 / ((k**2 + kr**2) * (k**2 + y**2)), 0, np.inf)[0]
    other = quad(lambda k: k / (k**2 + y**2), 0, np.inf, weight='sin',
                 wvar=1.0, epsabs=1e-9, limlst=200)[0]
    assert abs(own - sign * other) < 1e-6
v_3d = BINDING * (y_even**2 - y_odd**2) / kr**2 / 2
print(f"Zero-range sites in 3D: half splitting {v_3d*1000:.3f} meV, "
      f"ratio to 1D |V| {v_3d/abs(V):.4f}")
print(f"  3D half splitting / kT = {v_3d/kt:.3f}")

print("ALL CHECKS PASSED")
```

Running it gives:

```
Level below vacuum 5.00 eV, site distance 0.50 nm
Decay constant kappa = 11.4558 1/nm, kappa*R = 5.7279
Overlap S = 0.037277
H_aa = -5.004031 eV, H_bb = -5.004031 eV
H_ab (zero at vacuum) = -0.251453 eV
S*(H_aa+H_bb)/2 = -0.186536 eV
Coupling V = -0.065007 eV = -65.007 meV
Half the full double-well splitting = 0.065032 eV
Two-state error of |V| = -0.0385 %
Shift c (eV), H_aa (eV), H_ab (eV), V (eV):
       0.0    -5.004031   -0.251453  -0.065007
       5.0    -0.004031   -0.065067  -0.065007
    -100.0  -105.004031   -3.979175  -0.065007
    1000.0   994.995969   37.025774  -0.065007
Wrong V if only diagonals move by 5 eV = -0.251652 eV
R (nm), S, H_ab (eV), V (eV), half full splitting (eV):
  0.4 0.093776 -0.673179 -0.203269 0.203654
  0.5 0.037277 -0.251453 -0.065007 0.065032
  0.6 0.014227 -0.091831 -0.020694 0.020696
Detuned pair: levels below vacuum 5.0 and 4.8 eV
  S = 0.039123, H_ab = -0.259379 eV
  H_aa = -5.004342 eV, H_bb = -4.804429 eV
  Loewdin V = -0.067608 eV, nearest-pair search -0.067608 eV
  Gram-Schmidt: a kept -0.063643 eV, b kept -0.071470 eV
  Gap: two-state 0.241475 eV, full 0.241474 eV
Field 10.0 MV/cm: detuning 0.500348 eV, frozen-state V -0.065007 eV
  Resonance restored: acceptor depth x 1.0659, half gap 0.061225 eV (-5.85 %)
Barrier 4.0 eV instead of 5.0 eV: V = -0.095037 eV, ratio 1.462
Chain hopping 2.0 eV: acceptor full width 4.226 meV
  Spectrum at half width / at centre = 0.4990
kT at 298.15 K = 25.693 meV, |V|/kT = 2.530
Zero-range sites in 3D: half splitting 5.681 meV, ratio to 1D |V| 0.0874
  3D half splitting / kT = 0.221
ALL CHECKS PASSED
```
